# Bond Length, Cohesion and the Unrelaxed Vacancy in the Gupta Model: test program

```python
# Nearest-neighbour Gupta model, energy of atom i:
#   E_i = A sum_j exp(-p x_ij) - xi sqrt(sum_j exp(-2 q x_ij)),  x = r/r0 - 1
# Results under test (Z = coordination, Ec = fcc cohesive energy per atom):
#   r_Z = r0 [1 + ln(Z/12) / (2(p-q))]
#   E_Z = -Ec (Z/12)^alpha,  alpha = (p-2q) / (2(p-q))
#   unrelaxed fcc vacancy: Ev/Ec = [12(1-sqrt(11/12)) - q/p] / (1 - q/p)
# Also tested: bounds on the relaxed vacancy energy and the force on its
# neighbours. Lengths in angstrom, energies in eV.
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar, brentq

R0, EC, P, Q = 2.80, 3.50, 10.0, 2.5


def bulk_parameters(p, q, ec=EC):
    """Solve E(r0) = -ec and E'(r0) = 0 for twelve neighbours."""
    matrix = np.array([[12.0, -np.sqrt(12.0)],
                       [-12.0 * p, np.sqrt(12.0) * q]])
    return np.linalg.solve(matrix, np.array([-ec, 0.0]))


def atom_energy(x, A, xi, p, q):
    """Energy of one atom from the list x of its reduced bond strains."""
    x = np.asarray(x)
    return (A * np.exp(-p * x).sum()
            - xi * np.sqrt(np.exp(-2 * q * x).sum()))


def length_formula(Z, p, q):
    return R0 * (1 + np.log(Z / 12) / (2 * (p - q)))


def exponent(p, q):
    return (p - 2 * q) / (2 * (p - q))


def energy_formula(Z, p, q):
    return -EC * (Z / 12) ** exponent(p, q)


LIMIT = 12 * (1 - np.sqrt(11 / 12))


def vacancy_formula(p, q):
    return (LIMIT - q / p) / (1 - q / p)


def lattice_neighbours(vectors):
    """Nearest-neighbour distances around one site of a Bravais lattice."""
    vectors = np.array(vectors, float)
    points = np.array([np.array(c) @ vectors for c in
                       itertools.product(range(-2, 3), repeat=len(vectors))
                       if any(c)])
    d = np.linalg.norm(points, axis=1)
    return d[d < 1.01 * d.min()] / d.min()


tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
tetra_d = np.linalg.norm(tetra[1:] - tetra[0], axis=1)
STRUCTURES = {
    "dimer": np.array([1.0]),
    "chain": lattice_neighbours([[1, 0, 0]]),
    "tetrahedron": tetra_d / tetra_d.min(),
    "square": lattice_neighbours([[1, 0, 0], [0, 1, 0]]),
    "simple cubic": lattice_neighbours(np.eye(3)),
    "bcc": lattice_neighbours([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": lattice_neighbours([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}


def optimise_structure(distances, p, q):
    A, xi = bulk_parameters(p, q)
    result = minimize_scalar(
        lambda r: atom_energy(r * distances / R0 - 1, A, xi, p, q),
        bounds=(0.5 * R0, 1.4 * R0), method="bounded",
        options={"xatol": 1e-10})
    return result.x, result.fun


def fcc_cell(n, vacancy):
    """Periodic n x n x n cubic cell; the vacancy sits at the origin."""
    a = np.sqrt(2.0) * R0
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    pos = np.array([np.array(c) + b for c in
                    itertools.product(range(n), repeat=3)
                    for b in basis]) * a
    if vacancy:
        pos = pos[1:]
    box = n * a
    i, j = np.triu_indices(len(pos), 1)
    diff = pos[j] - pos[i]
    shift = box * np.round(diff / box)
    near = np.linalg.norm(diff - shift, axis=1) < 1.1 * R0
    return pos, i[near], j[near], shift[near], box


def cell_energy(flat, i, j, shift, A, xi, p, q):
    """Total energy and gradient for a fixed list of bonds."""
    pos = flat.reshape(-1, 3)
    n = len(pos)
    d = pos[j] - pos[i] - shift
    r = np.linalg.norm(d, axis=1)
    x = r / R0 - 1
    rep = A * np.exp(-p * x)
    hop2 = xi**2 * np.exp(-2 * q * x)
    band = np.sqrt(np.bincount(i, hop2, n) + np.bincount(j, hop2, n))
    energy = 2 * rep.sum() - band.sum()
    slope = (-2 * p * rep + q * hop2 * (1 / band[i] + 1 / band[j])) / R0
    g = (slope / r)[:, None] * d
    grad = np.column_stack([np.bincount(j, g[:, k], n)
                            - np.bincount(i, g[:, k], n) for k in range(3)])
    return energy, grad.ravel()


PERFECT, DEFECT = fcc_cell(3, False), fcc_cell(3, True)


def vacancy_ratio_explicit(p, q):
    """Unrelaxed Ev/Ec from total energies of two explicit cells."""
    par = (*bulk_parameters(p, q), p, q)
    full = cell_energy(PERFECT[0].ravel(), *PERFECT[1:4], *par)[0]
    hole = cell_energy(DEFECT[0].ravel(), *DEFECT[1:4], *par)[0]
    per_atom = full / len(PERFECT[0])
    return (hole - len(DEFECT[0]) * per_atom) / (-per_atom)


# Bulk parameters and character of the stationary point
A, XI = bulk_parameters(P, Q)
assert np.isclose(XI, EC / (np.sqrt(12) * (1 - Q / P)), rtol=1e-12)
assert np.isclose(A, Q * XI / (P * np.sqrt(12)), rtol=1e-12)
h = 1e-3
for Z in (1, 4, 12):
    xz = length_formula(Z, P, Q) / R0 - 1
    e = [atom_energy(np.full(Z, xz + s), A, XI, P, Q) for s in (-h, 0, h)]
    curvature = Q * (P - Q) * XI * np.sqrt(Z) * np.exp(-Q * xz)
    assert np.isclose((e[0] - 2 * e[1] + e[2]) / h**2, curvature, rtol=1e-4)
p_bad, q_bad = 2.0, 3.0
xi_bad = p_bad * np.sqrt(12) / q_bad
e = [atom_energy(np.full(12, s), 1.0, xi_bad, p_bad, q_bad)
     for s in (-h, 0, h)]
assert e[1] > e[0] and e[1] > e[2]

# Bond length and energy against coordination, from explicit structures
expected_Z = [1, 2, 3, 4, 6, 8, 12]
assert [len(d) for d in STRUCTURES.values()] == expected_Z
for p, q in ((P, Q), (12.0, 4.0), (10.0, 5.0), (9.0, 5.0)):
    energies = []
    for d in STRUCTURES.values():
        r_num, e_num = optimise_structure(d, p, q)
        assert abs(r_num - length_formula(len(d), p, q)) < 1e-5
        assert abs(e_num - energy_formula(len(d), p, q)) < 1e-8
        energies.append(e_num)
    steps = np.diff(energies)
    if p > 2 * q:
        assert np.all(steps < 0)
    elif p == 2 * q:
        assert np.all(np.abs(steps) < 1e-8)
    else:
        assert np.all(steps > 0)

# Unrelaxed vacancy from explicit cells
ratios = [1.8, 2.0, 2.5, 3.0, 4.0, 5.0]
explicit = [vacancy_ratio_explicit(Q * s, Q) for s in ratios]
for s, value in zip(ratios, explicit):
    assert abs(value - vacancy_formula(Q * s, Q)) < 1e-9
assert np.all(np.diff(explicit) > 0) and explicit[0] < 0 < explicit[1]
assert abs(vacancy_ratio_explicit(12, 3)
           - vacancy_ratio_explicit(10, 2.5)) < 1e-9
threshold = brentq(lambda s: vacancy_ratio_explicit(Q * s, Q), 1.8, 2.2)
assert abs(threshold - 1 / LIMIT) < 1e-8
large = vacancy_ratio_explicit(1e4, 1.0)
assert large < LIMIT and LIMIT - large < 1e-4
bonds_per_atom = len(PERFECT[1]) / len(PERFECT[0])
bonds_lost = len(PERFECT[1]) - len(DEFECT[1])
pair_ratio = (bonds_lost - bonds_per_atom) / bonds_per_atom
assert abs(pair_ratio - 1) < 1e-12

# One atom with eleven independent bonds: equal bonds are best for p > 2q
rng = np.random.default_rng(4)
for _ in range(4):
    best = minimize(atom_energy, rng.uniform(-0.08, 0.08, 11),
                    args=(A, XI, P, Q), method="BFGS",
                    options={"gtol": 1e-6})
    assert abs(best.fun - energy_formula(11, P, Q)) < 1e-7
    assert np.max(np.abs(R0 * (1 + best.x) - length_formula(11, P, Q))) < 1e-3
A_low, xi_low = bulk_parameters(9.0, 5.0)
uneven = np.full(11, 5.0)
uneven[0] = length_formula(1, 9.0, 5.0) / R0 - 1
assert (atom_energy(uneven, A_low, xi_low, 9.0, 5.0)
        < energy_formula(11, 9.0, 5.0) - 0.1)

# Gradient check by finite differences on a distorted cell
par = (A, XI, P, Q)
trial = DEFECT[0].ravel() + rng.normal(0, 0.03, DEFECT[0].size)
direction = rng.normal(size=trial.size)
e_plus = cell_energy(trial + 1e-5 * direction, *DEFECT[1:4], *par)[0]
e_minus = cell_energy(trial - 1e-5 * direction, *DEFECT[1:4], *par)[0]
slope = cell_energy(trial, *DEFECT[1:4], *par)[1] @ direction
assert abs((e_plus - e_minus) / 2e-5 - slope) < 1e-5 * (1 + abs(slope))

# Force on the vacancy's neighbours, then full relaxation at fixed cell
tension = Q * XI / R0 * (1 / np.sqrt(11) - 1 / np.sqrt(12))
lower = 12 * (1 - (11 / 12) ** exponent(P, Q))
upper = vacancy_ratio_explicit(P, Q)
relaxed = {}
for n in (3, 4):
    pos, i, j, shift, box = fcc_cell(n, True)
    count = np.bincount(i, minlength=len(pos)) + np.bincount(
        j, minlength=len(pos))
    shell = count == 11
    assert shell.sum() == 12
    outward = pos[shell] - box * np.round(pos[shell] / box)
    outward /= np.linalg.norm(outward, axis=1)[:, None]
    start, grad = cell_energy(pos.ravel(), i, j, shift, *par)
    force = -grad.reshape(-1, 3)[shell]
    assert np.allclose(force, -tension * outward, atol=1e-10)
    res = minimize(cell_energy, pos.ravel(), args=(i, j, shift, *par),
                   jac=True, method="L-BFGS-B",
                   options={"gtol": 1e-7, "ftol": 1e-15, "maxiter": 2000})
    assert np.max(np.abs(res.jac)) < 1e-4 and res.fun < start
    move = res.x.reshape(-1, 3) - pos
    move -= move.mean(axis=0)
    assert np.max(np.linalg.norm(move, axis=1)) < 0.1 * R0
    radial = np.mean(np.sum(move[shell] * outward, axis=1))
    assert radial < 0
    ratio = (res.fun + len(pos) * EC) / EC
    assert lower < ratio < upper
    relaxed[4 * n**3] = (ratio, radial)
assert abs(relaxed[108][0] - relaxed[256][0]) < 1e-3

to_kj = constants.e * constants.N_A / 1000
print(f"p = {P:.1f}, q = {Q:.1f} (dimensionless)")
print(f"fcc bond length r0 = {R0:.2f} angstrom")
print(f"fcc cohesive energy Ec = {EC:.2f} eV per atom")
print(f"A = {A:.5f} eV")
print(f"xi = {XI:.5f} eV")
print(f"alpha = {exponent(P, Q):.5f}")
print("structure, Z, bond length (angstrom), energy (eV per atom):")
for name, d in STRUCTURES.items():
    r_num, e_num = optimise_structure(d, P, Q)
    print(f"  {name:13s} {len(d):2d}  {r_num:.4f}  {e_num:.4f}")
print(f"12(1 - sqrt(11/12)) = {LIMIT:.5f}")
print("p/q, unrelaxed Ev/Ec from explicit cell:")
for s, value in zip(ratios, explicit):
    print(f"  {s:.1f}  {value:.5f}")
print(f"p/q where unrelaxed Ev vanishes = {threshold:.5f}")
print(f"Ev/Ec for a pure pair model = {pair_ratio:.3f}")
print(f"unrelaxed Ev/Ec, example = {upper:.5f}")
print(f"unrelaxed Ev, example = {upper * EC:.4f} eV")
print(f"unrelaxed Ev, example = {upper * EC * to_kj:.1f} kJ/mol")
print(f"lower bound on relaxed Ev/Ec = {lower:.5f}")
print(f"lower bound on relaxed Ev = {lower * EC:.4f} eV")
print(f"inward force on first shell = {tension:.5f} eV/angstrom")
for sites, (ratio, radial) in relaxed.items():
    print(f"{sites} sites: relaxed Ev/Ec = {ratio:.5f}")
    print(f"{sites} sites: relaxed Ev = {ratio * EC:.4f} eV")
    print(f"{sites} sites: outward shell shift = {radial:.5f} angstrom")
print("done: every assertion held")
```

Printed output:

```
p = 10.0, q = 2.5 (dimensionless)
fcc bond length r0 = 2.80 angstrom
fcc cohesive energy Ec = 3.50 eV per atom
A = 0.09722 eV
xi = 1.34715 eV
alpha = 0.33333
structure, Z, bond length (angstrom), energy (eV per atom):
  dimer          1  2.3362  -1.5288
  chain          2  2.4655  -1.9261
  tetrahedron    3  2.5412  -2.2049
  square         4  2.5949  -2.4268
  simple cubic   6  2.6706  -2.7780
  bcc            8  2.7243  -3.0575
  fcc           12  2.8000  -3.5000
12(1 - sqrt(11/12)) = 0.51087
p/q, unrelaxed Ev/Ec from explicit cell:
  1.8  -0.10053
  2.0  0.02175
  2.5  0.18479
  3.0  0.26631
  4.0  0.34783
  5.0  0.38859
p/q where unrelaxed Ev vanishes = 1.95743
Ev/Ec for a pure pair model = 1.000
unrelaxed Ev/Ec, example = 0.34783
unrelaxed Ev, example = 1.2174 eV
unrelaxed Ev, example = 117.5 kJ/mol
lower bound on relaxed Ev/Ec = 0.34305
lower bound on relaxed Ev = 1.2007 eV
inward force on first shell = 0.01544 eV/angstrom
108 sites: relaxed Ev/Ec = 0.34657
108 sites: relaxed Ev = 1.2130 eV
108 sites: outward shell shift = -0.00698 angstrom
256 sites: relaxed Ev/Ec = 0.34640
256 sites: relaxed Ev = 1.2124 eV
256 sites: outward shell shift = -0.00783 angstrom
done: every assertion held
```
